\section*{Oscillator strengths and transition densities from residues of the Casida response}

\section{One orbital pair}

Take two electrons of opposite spin in one real orbital $\phi_i$, with one real empty orbital $\phi_a$ at an energy $w=\varepsilon_a-\varepsilon_i>0$ above it. Atomic units are used in the algebra. An electron in a field $\mathcal E$ along $z$ has the potential energy $+\mathcal E z$, so the induced dipole is $-\delta\langle z\rangle$. The field is weak, oscillates as $e^{-i\omega t}+e^{i\omega t}$, and was switched on slowly in the remote past; $\omega$ is real and away from resonance.

To first order, each spin orbital becomes
\[
\phi_i(t)=e^{-i\varepsilon_i t}\,[\phi_i+c(t)\phi_a],\qquad
c(t)=x\,e^{-i\omega t}+y\,e^{i\omega t}.
\]
A change of phase of $\phi_i$ does not affect the density and is left out. With two electrons,
\[
\delta n=2\phi_i\phi_a(c+c^*)=2\phi_i\phi_a(x+y)(e^{-i\omega t}+e^{i\omega t}).
\]
This density changes the Hartree and exchange-correlation potential. In the adiabatic approximation the change follows the density at the same instant, through the real kernel
\[
f(\mathbf r,\mathbf r')=\frac1{|\mathbf r-\mathbf r'|}+\frac{\delta v_{\rm xc}(\mathbf r)}{\delta n(\mathbf r')} .
\]
Its matrix element between $\phi_a$ and $\phi_i$ is $K(x+y)$ for each of the two exponentials, with
\[
K=2\iint \phi_i\phi_a(\mathbf r)\,f(\mathbf r,\mathbf r')\,\phi_i\phi_a(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]
Write $d=\langle i|z|a\rangle$. The time-dependent Kohn--Sham equation gives $i\dot c=wc+\langle a|\delta v|i\rangle$, where $\delta v$ contains the field and the induced potential. Its two frequency components are
\begin{align*}
\omega x&=wx+K(x+y)+\mathcal E d,\\
-\omega y&=wy+K(x+y)+\mathcal E d.
\end{align*}
Their sum and difference are
\begin{align*}
\omega(x-y)&=(w+2K)(x+y)+2\mathcal E d,\\
\omega(x+y)&=w(x-y).
\end{align*}
The second line gives $x-y=(\omega/w)(x+y)$. Inserting this in the first and multiplying by $w$,
\[
x+y=-\frac{2w\,\mathcal E d}{\Omega^2-\omega^2},\qquad \Omega^2=w(w+2K).
\]
The dipole amplitude is $-2d(x+y)$, so
\begin{equation}
\alpha_{zz}(\omega)=\frac{4wd^2}{\Omega^2-\omega^2}. \label{one}
\end{equation}
This has a pole at the excitation energy $\Omega$. To read a transition dipole from its strength, we need the same quantity for exact states.

\section{What an exact pole contains}

Let $|0\rangle$ and $|I\rangle$ be real eigenstates of a many-electron Hamiltonian with energy difference $\Omega_I$. Define the transition density $n_{0I}(\mathbf r)=\langle0|\hat n(\mathbf r)|I\rangle$. A potential $v(\mathbf r)$ with the same time dependence as before has the matrix element $v_I=\int n_{0I}v\,d\mathbf r$. In
\[
|\Psi\rangle=e^{-iE_0t}\Big(|0\rangle+\sum_Ic_I(t)|I\rangle\Big)
\]
the coefficients obey $i\dot c_I=\Omega_Ic_I+v_I(e^{-i\omega t}+e^{i\omega t})$. With $c_I=a_Ie^{-i\omega t}+b_Ie^{i\omega t}$ this means $\omega a_I=\Omega_Ia_I+v_I$ and $-\omega b_I=\Omega_Ib_I+v_I$, hence
\[
a_I=\frac{v_I}{\omega-\Omega_I},\qquad b_I=-\frac{v_I}{\omega+\Omega_I}.
\]
The density change is $\sum_In_{0I}(c_I+c_I^*)$, whose amplitude is
\begin{equation}
\delta n(\mathbf r,\omega)=\sum_In_{0I}(\mathbf r)(a_I+b_I)
=-\sum_I\frac{2\Omega_I\,n_{0I}(\mathbf r)\,v_I}{\Omega_I^2-\omega^2}. \label{exact}
\end{equation}
For $v=\mathcal Ez$ we have $v_I=\mathcal Ez_{0I}$ with $z_{0I}=\int z\,n_{0I}\,d\mathbf r$, and
\[
\alpha_{zz}(\omega)=\sum_I\frac{2\Omega_Iz_{0I}^2}{\Omega_I^2-\omega^2}.
\]
Each term is a rational function of $\omega$, so near an isolated, nondegenerate level the sums can be continued to complex $\omega$ and only the term $I$ has a pole there. Since $\Omega_I^2-\omega^2=(\Omega_I-\omega)(\Omega_I+\omega)$, the residue of $1/(\Omega_I^2-\omega^2)$ at $\omega=\Omega_I$ is $-1/(2\Omega_I)$. Therefore
\begin{equation}
\operatorname*{Res}_{\omega=\Omega_I}\alpha_{zz}=-z_{0I}^2. \label{res}
\end{equation}
With the oscillator strength defined by $f_I=\tfrac23\Omega_I|\mathbf r_{0I}|^2$, the average of $\alpha$ over three directions is $\sum_If_I/(\Omega_I^2-\omega^2)$.

Now match \eqref{one}: $2\Omega z_{0I}^2=4wd^2$, so
\[
z_{0I}=\sqrt2\,d\,\sqrt{w/\Omega}.
\]
Call the last factor $X+Y$. The undriven equation $w(X-Y)=\Omega(X+Y)$ then gives $X-Y=\sqrt{\Omega/w}$, and the product $(X+Y)(X-Y)$ is 1. The residue has fixed the normalization.

Two limits can be seen directly. For $K\to0$, $\Omega\to w$, $Y\to0$ and $z_{0I}\to\sqrt2\,d$. This is the moment of the singlet $(|i{\uparrow}\to a{\uparrow}\rangle+|i{\downarrow}\to a{\downarrow}\rangle)/\sqrt2$: two equal amplitudes $d/\sqrt2$ add. For $w+2K\to0^+$, the energy $\Omega$ goes to zero and $z_{0I}$ diverges, while $\Omega z_{0I}^2=2wd^2$ stays finite. The static polarizability $4d^2/(w+2K)$ diverges too: the ground state is about to become unstable, and linear response about it loses its meaning.

\section{Many pairs}

Let $q=(i,a,\sigma)$ label an occupied--virtual pair of spin orbitals, in a finite basis of real orbitals. Mixing among occupied orbitals drops out of the density. Orthonormality requires $c_{ji}+c_{ij}^*=0$ for its coefficients, so the terms $\phi_i\phi_j(c_{ji}+c_{ji}^*)$ cancel when summed over both orders of $i$ and $j$. What remains is one amplitude $c_q=X_qe^{-i\omega t}+Y_qe^{i\omega t}$ per pair, and
\begin{equation}
\delta n(\mathbf r,\omega)=\sum_q\phi_i\phi_a(\mathbf r)\,(X+Y)_q. \label{dens}
\end{equation}
The one-pair equations become
\begin{align*}
AX+BY+v&=\omega X,\\
BX+AY+v&=-\omega Y,
\end{align*}
where $v_q=\langle i|v|a\rangle$. For a pure density functional $A_{qq'}=w_q\delta_{qq'}+K_{qq'}$ and $B=K$, with $K_{qq'}$ the kernel element between $\phi_i\phi_a$ and $\phi_j\phi_b$ for the spins concerned.

Exact exchange makes $A-B$ nondiagonal. Its potential depends on the same-spin density matrix, which changes by
\[
\sum_{jb}\big[c_{jb}\,\phi_b(\mathbf r)\phi_j(\mathbf r')+c_{jb}^*\,\phi_j(\mathbf r)\phi_b(\mathbf r')\big].
\]
The $e^{-i\omega t}$ part of $c_{jb}$ is $X_{jb}$ and that of $c_{jb}^*$ is $Y_{jb}$. Exchange therefore adds $-(ij|ab)$ to $A$ and $-(ib|ja)$ to $B$, where $(pq|rs)$ is the Coulomb integral between $\phi_p\phi_q$ and $\phi_r\phi_s$. In a global hybrid functional both are multiplied by the exchange fraction; a range-separated hybrid has no single such fraction.

Adding and subtracting the two matrix equations gives
\begin{align}
(A+B)(X+Y)+2v&=\omega(X-Y),\label{sum}\\
(A-B)(X-Y)&=\omega(X+Y).\label{diff}
\end{align}
Assume that $M=A-B$ and $A+B$ are positive definite. Then $X-Y=\omega M^{-1}(X+Y)$ and
\[
\big[(A+B)-\omega^2M^{-1}\big](X+Y)=-2v.
\]
Define $C=M^{1/2}(A+B)M^{1/2}$. The bracket equals $M^{-1/2}(C-\omega^2)M^{-1/2}$, so
\begin{equation}
X+Y=-2M^{1/2}(C-\omega^2)^{-1}M^{1/2}v. \label{inv}
\end{equation}
The matrix $C$ is symmetric and positive definite. Its eigenvectors satisfy the Casida equation $CF_I=\Omega_I^2F_I$ and can be chosen with $F_I^TF_J=\delta_{IJ}$. Then $(C-\omega^2)^{-1}=\sum_IF_IF_I^T/(\Omega_I^2-\omega^2)$. With
\begin{equation}
U_I=\Omega_I^{-1/2}M^{1/2}F_I \label{U}
\end{equation}
we have $M^{1/2}F_IF_I^TM^{1/2}=\Omega_IU_IU_I^T$, and \eqref{inv} becomes
\[
X+Y=-\sum_I\frac{2\Omega_I\,U_I\,(U_I^Tv)}{\Omega_I^2-\omega^2}.
\]

Put this in \eqref{dens} and define $g_I(\mathbf r)=\sum_q\phi_i\phi_a(\mathbf r)U_{I,q}$. Because $U_I^Tv=\int g_Iv\,d\mathbf r$, the result has the form of \eqref{exact} with $g_I$ in place of $n_{0I}$. For a nondegenerate level, equal residues for every $v$ mean $n_{0I}(\mathbf r)n_{0I}(\mathbf r')=g_I(\mathbf r)g_I(\mathbf r')$, hence $n_{0I}=\pm g_I$. The overall sign is free. In a degenerate level the residue fixes the sum of these products over the level, and the members may be rotated among themselves.

The identification says what transition density the approximate response implies. With a complete basis and the exact ground-state potential and kernel, the response, and with it the residue, is exact; otherwise both are in general approximate. An exact kernel may depend on frequency, and the normalization of $U_I$ then changes, as the last section shows.

For one pair, $M=w$ and $F=1$, and \eqref{U} returns $X+Y=\sqrt{w/\Omega}$.

\section{The norm of a free eigenvector}

At $v=0$ and $\omega=\Omega_I$, take $X+Y=U_I$. Equation \eqref{diff} gives
\[
X-Y=\Omega_IM^{-1}U_I=\Omega_I^{1/2}M^{-1/2}F_I.
\]
Equation \eqref{sum} is satisfied as well, because
\[
(A+B)U_I=\Omega_I^{-1/2}M^{-1/2}CF_I=\Omega_I^{3/2}M^{-1/2}F_I=\Omega_I(X-Y).
\]
The powers of $M$ and $\Omega_I$ cancel in the scalar product:
\begin{equation}
(X+Y)^T(X-Y)=F_I^TF_I=1. \label{norm}
\end{equation}
The left side is $X^TX-Y^TY$, since $Y^TX=X^TY$. The condition is a sum over pairs. It does not hold for each pair separately.

If a solver returns an eigenvector with another scale, $X+Y=sU_I$, then $X-Y$ carries the same $s$ and the product in \eqref{norm} is $s^2$. Thus
\[
U_IU_I^T=\frac{(X+Y)(X+Y)^T}{(X+Y)^T(X-Y)}
\]
does not depend on the scale. The Euclidean condition $X^TX+Y^TY=1$ would divide the strength by $X^TX+Y^TY$ of the properly normalized vector. The two agree when $Y=0$.

\section{Singlets and the factor $\sqrt2$}

For a closed shell, let $p=(i,a)$ be a spatial pair. The spin blocks obey $A_{\uparrow\uparrow}=A_{\downarrow\downarrow}$ and $A_{\uparrow\downarrow}=A_{\downarrow\uparrow}$, and likewise for $B$. The orthogonal combinations
\[
X^S=\frac{X_\uparrow+X_\downarrow}{\sqrt2},\qquad X^T=\frac{X_\uparrow-X_\downarrow}{\sqrt2}
\]
decouple the problem: the singlet matrix is $A_{\uparrow\uparrow}+A_{\uparrow\downarrow}$ and the triplet matrix (zero spin projection) is $A_{\uparrow\uparrow}-A_{\uparrow\downarrow}$. An orthogonal rotation preserves \eqref{norm}, which now holds for the spatial vectors.

The dipole vector is $\mathbf d_p=\langle i|\mathbf r|a\rangle$ for both spins. Its singlet combination is $(\mathbf d+\mathbf d)/\sqrt2=\sqrt2\,\mathbf d$, and its triplet combination is zero. The same holds for $\phi_i\phi_a$, so for singlets
\begin{align}
n_{0I}(\mathbf r)&=\sqrt2\sum_{ia}\phi_i\phi_a(\mathbf r)\,(X+Y)_{ia},\nonumber\\
\mathbf r_{0I}&=\sqrt2\sum_{ia}\mathbf d_{ia}\,(X+Y)_{ia},\label{final}\\
f_I&=\tfrac43\,\Omega_I\Big|\sum_{ia}\mathbf d_{ia}(X+Y)_{ia}\Big|^2,\nonumber
\end{align}
where $\tfrac43=\tfrac23(\sqrt2)^2$. Triplets are dark in this spin-free theory.

The coupling also agrees with the first section. Hartree repulsion contributes $(ia|jb)$ to both $A_{\uparrow\uparrow}$ and $A_{\uparrow\downarrow}$, giving $2(ia|jb)$ in the singlet matrix and nothing in the triplet matrix. A change $\delta n$ shared equally between the spins changes $v_{\rm xc}$ by $\tfrac12(f^{\uparrow\uparrow}_{\rm xc}+f^{\uparrow\downarrow}_{\rm xc})\delta n$, so $f^{\uparrow\uparrow}_{\rm xc}+f^{\uparrow\downarrow}_{\rm xc}=2\,\delta v_{\rm xc}/\delta n$.

One may instead store the amplitudes of one spin, $X_\uparrow=X^S/\sqrt2$. Their spatial norm is $1/2$ and the prefactor in $\mathbf r_{0I}$ is 2. Both conventions give the same dipole; mixing them changes $f_I$ by a factor of 2.

\section{Static and high-frequency limits}

At $\omega=0$, $\alpha_{zz}=\sum_I2z_{0I}^2/\Omega_I$ must equal the derivative of the self-consistent dipole with respect to a static field. This tests a sum of the residues weighted by $1/\Omega_I$, including their absolute scale. At $\omega=0$, \eqref{sum} reads $(A+B)(X+Y)=-2v$, so the sum depends on $A+B$ alone and says nothing about the elements of $A-B$.

At large $\omega$ the averaged polarizability tends to $-\sum_If_I/\omega^2$. From \eqref{final}, \eqref{U} and $\sum_IF_IF_I^T=1$,
\[
\sum_If_I=\tfrac43\sum_{k=x,y,z}d_k^TMd_k .
\]
For a pure functional $M$ is diagonal with elements $w_{ia}$. The kernel then moves strength between excitations but leaves the sum unchanged.

With a local potential and a complete basis, $[h,z]=-ip_z$ and $[z,[h,z]]=1$. Taking the expectation value in $\phi_i$ gives $1=2\sum_p(\varepsilon_p-\varepsilon_i)z_{ip}^2$. On summing over the $N/2$ occupied orbitals, the occupied--occupied terms cancel in pairs, leaving $4\sum_{ia}w_{ia}z_{ia}^2=N$. The same holds for $x$ and $y$, so $\sum_If_I=N$. In a finite basis the matrices of $h$ and $z$ need not obey this commutator, and the sum may differ from $N$.

\section{LiH}

Take LiH at a bond length of 1.60 \AA, with Li at $z=0$ and H at $z=1.60$ \AA, in the local density approximation (Slater exchange, VWN correlation) and the cc-pVDZ basis. There are 2 occupied orbitals and 34 spatial pairs. The lowest singlet, at 3.095 eV, is polarized along the bond. A degenerate pair polarized across it follows at 3.994 eV, with $f=0.215$ for each member.

For the lowest singlet the main contributions to $z_{0I}$ are as follows; orbital 2 is the highest occupied one.
\begin{center}
\begin{tabular}{lccccc}
pair & $w$ (eV) & $z_{ia}$ (\AA) & $X$ & $Y$ & share (\AA)\\
$2\to3$ & 2.913 & 0.4067 & 0.9858 & $-0.0298$ & 0.5499\\
$2\to10$ & 8.957 & 0.4602 & $-0.0780$ & $-0.0380$ & $-0.0755$\\
$2\to6$ & 5.634 & 0.1295 & 0.1576 & 0.0459 & 0.0373\\
$2\to16$ & 22.607 & 0.0618 & 0.0305 & 0.0231 & 0.0047
\end{tabular}
\end{center}
The first share is $\sqrt2\times0.4067\times(0.9858-0.0298)=0.550$ \AA. The other pairs add 0.0032 \AA, and the total is
\[
z_{0I}=0.5499-0.0755+0.0373+0.0047+0.0032\approx0.520\ \text{\AA},
\]
or 0.982 bohr. In these units $f_I=\tfrac23\Omega_I|\mathbf r_{0I}|^2/(\hbar^2/m)$, with $\hbar^2/m=7.620$ eV\,\AA$^2$:
\[
f=\frac23\times\frac{3.0945\times0.5196^2}{7.620}=0.073.
\]
A contour integral around the pole, with the response equations solved directly at complex frequencies, gives the residue $-0.9641$ in atomic units, in agreement with $-0.9819^2$.

The sign of $Y$ relative to $X$ in each pair follows from \eqref{diff}. For a diagonal $M$, $w(X-Y)=\Omega(X+Y)$ gives
\[
\frac{Y}{X}=\frac{w-\Omega}{w+\Omega}.
\]
It is negative for $2\to3$, where $w<\Omega$, and positive for the other listed pairs. For $2\to10$ it is $5.86/12.05=0.49$, so $Y$ is not small compared with $X$ in that pair.

The norm is $1.0052-0.0052=1$. Euclidean normalization would divide $f$ by 1.0104 and give 0.072. Dropping $Y$ from the dipole, with $X$ unchanged, gives 0.082, or 12\% above the full result, although $Y^TY$ is about 0.005. The dipole is linear in $Y$ while the norm is quadratic. The largest of the listed changes comes from $2\to10$, whose share becomes $\sqrt2\times0.4602\times(-0.0780)=-0.051$ \AA\ and cancels less of the leading term.

With the sign chosen so that $z_{0I}>0$, the transition density on the axis is 0.083 \AA$^{-3}$ at the H nucleus and $-0.002$ \AA$^{-3}$ at $z=-2.0$ \AA. Its integral vanishes because $\phi_i$ and $\phi_a$ are orthogonal; the grid gives $5\times10^{-6}$. Its first moment on the grid reproduces 0.520 \AA.

The sum over states gives $\alpha_{zz}(0)=4.016$ \AA$^3$, against 4.018 \AA$^3$ from finite fields. For Hartree--Fock both routes give 2.618 \AA$^3$. This checks the exchange terms in $A+B$ and the scale of \eqref{U} for a nondiagonal $M$, but not the elements of $M$ itself, which cancel in the static sum. The sum of strengths is 2.38 for 4 electrons and agrees with the double commutator evaluated in the same basis. The shortfall is therefore a property of the basis, not of the normalization.

A short kick tests the factor $\sqrt2$ in time. For $v=\kappa z\,\delta(t)$, the exact coefficients start at $c_I=-i\kappa z_{0I}$ and evolve as $e^{-i\Omega_It}$. The induced dipole is $-\sum_Iz_{0I}(c_I+c_I^*)=2\kappa\sum_Iz_{0I}^2\sin\Omega_It$. Propagating the nonlinear Kohn--Sham equations for 1.16 fs gave 0.99998 of the amplitude predicted from \eqref{final}. Without $\sqrt2$ the prediction would be half as large and the ratio would be 2.

These values belong to a small basis. Minus the highest occupied orbital energy is 4.389 eV, where transitions to unbound orbitals begin. Levels above it that are built from such transitions discretize a continuum and should not be read as separate spectral lines. Excitations from the Li core orbital into bound empty orbitals also lie above this energy; they are bound-to-bound transitions embedded in that continuum.

\section{When the kernel depends on frequency}

Suppose that $C$ depends on $s=\omega^2$ while $M$ does not, as for a pure functional with a frequency-dependent kernel. Let $C(s)$ be real, symmetric and smooth near a simple pole. Its eigenvalue $\lambda(s)$ meets the pole condition $\lambda(\Omega^2)=\Omega^2$, with unit eigenvector $F$. First-order perturbation theory gives $\lambda'=F^TC'F$, so near the pole
\[
\frac1{\lambda(s)-s}\approx\frac{1}{(1-F^TC'F)(\Omega^2-s)}.
\]
The strength of the earlier formula is multiplied by $Z=1/(1-F^TC'F)$. Equivalently, the norm condition becomes $F^T(1-C')F=1$, and \eqref{norm} with unit right side no longer applies. For an adiabatic kernel $C'=0$ and $Z=1$.

A configuration with no dipole of its own shows the effect, provided that $M$ does not couple it to the retained pairs. Then $M^{1/2}d$ has no component on it; if $M$ did couple it, the weights below would no longer be the strength factors. In the enlarged matrix $C$, let it have the diagonal element $g$ and the coupling vector $b$ to the retained pairs. Eliminating it adds $bb^T/(s-g)$ to $C$, whose derivative is $-bb^T/(s-g)^2$. Hence
\[
Z=\frac1{1+(b^TF)^2/(\Omega^2-g)^2}\le1.
\]
In a numerical model with two retained configurations and one eliminated, the three poles have $Z=0.8085$, $0.3696$ and $0.8220$. If the retained part of a full eigenvector is $F$, the row of the eliminated configuration gives its component as $b^TF/(\Omega^2-g)$. After normalization, the weight of the full eigenvector in the retained space is therefore $Z$. Summed over the three orthonormal eigenvectors, these weights give the trace of the projector on the retained space, so the sum must be 2, as it is within rounding. Unit normalization of each reduced vector would assign a total weight of 3 and overcount the strength.

\section*{Computed results}
\begin{verbatim}
LiH bond length: 1.60 angstrom; basis functions: 19
occupied orbitals: 2; spatial pairs: 34
hbar^2/m: 7.6200 eV angstrom^2
minus highest occupied orbital energy: 4.389 eV
lowest orbital gap: 2.913 eV
lowest triplet energy: 2.606 eV
singlets: energy (eV), |z_0I| and |r_0I| (e angstrom), f
  1: 3.095  0.5196  0.5196  0.0731
  2: 3.994  0.0000  0.7851  0.2154
  3: 3.994  0.0000  0.7851  0.2154
  4: 6.057  0.1621  0.1621  0.0139
  5: 6.495  0.0000  0.0979  0.0054
  6: 6.495  0.0000  0.0979  0.0054
chosen singlet (lowest polarized along bond): number 1
  energy: 3.0945 eV = 0.11372 hartree
  z_0I: 0.5196 e angstrom = 0.9819 e bohr
  oscillator strength: 0.0731
  contour residue of alpha_zz: -0.96409 a.u.
  X.X: 1.00519; Y.Y: 0.00519; X.X-Y.Y: 1.00000
  f with Euclidean norm X.X+Y.Y=1: 0.0723
  f with Y dropped from X+Y: 0.0820
pairs: i->a, gap (eV), z_ia (angstrom), X, Y, share of z_0I (angstrom)
  2->3: 2.913  0.4067  0.9858  -0.0298  0.5499
  2->10: 8.957  0.4602  -0.0780  -0.0380  -0.0755
  2->6: 5.634  0.1295  0.1576  0.0459  0.0373
  2->16: 22.607  0.0618  0.0305  0.0231  0.0047
  all other pairs: 0.0032 angstrom
transition density on axis: z (angstrom), n_0I (angstrom^-3)
  -2.0  -0.00207
  -1.0  -0.00091
  0.5  0.03139
  1.0  0.04918
  1.6  0.08257
  2.4  0.01475
grid integral of n_0I: 5.2e-06 (dimensionless)
grid integral of z n_0I: 0.5196 angstrom
sum of all f: 2.3793; electrons: 4
alpha_zz LDA, sum over states: 4.0164 angstrom^3
alpha_zz LDA, finite field: 4.0177 angstrom^3
alpha_zz HF, sum over states: 2.6177 angstrom^3
alpha_zz HF, finite field: 2.6180 angstrom^3
norm X.X-Y.Y in pyscf: 0.50000
real-time run length: 1.160 fs
real-time amplitude / predicted amplitude: 0.99998
largest deviation / largest signal: 4.2e-05
strength factors, frequency-dependent model: 0.8085, 0.3696, 0.8220
\end{verbatim}
